\section*{The exchange-correlation energy as a coupling integral at fixed density, part 2}

For $N$ electrons with a fixed density $n$, we want to prove Eq.~\eqref{eq:AC} below without assuming a smooth path of nondegenerate ground states. Hartree atomic units are used. $\hat T$ is the kinetic energy, $\hat V_{ee}=\sum_{i<j}w(\mathbf r_i,\mathbf r_j)$ the repulsion with symmetric $w\ge0$, and $\hat n(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$. Writing $\Psi\to n$ for normalized antisymmetric functions with finite kinetic energy and density $n$, define
\begin{equation}
F_\lambda[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle .
\label{eq:F}
\end{equation}
A minimizer $\Psi_\lambda$ has $T_\lambda=\langle\hat T\rangle$ and $V_\lambda=\langle\hat V_{ee}\rangle$, so $F_\lambda=T_\lambda+\lambda V_\lambda$. With $T_s=F_0$, $U=\frac12\iint n(\mathbf r)n(\mathbf r')w\,d^3r\,d^3r'$, $E_{xc}=F_1-T_s-U$ and $W_\lambda=V_\lambda-U$, the claim is
\begin{equation}
E_{xc}[n]=\int_0^1W_\lambda[n]\,d\lambda .
\label{eq:AC}
\end{equation}
For any choice of minimizers,
\begin{equation}
V_\mu\ \le\ \frac{F_\mu-F_\lambda}{\mu-\lambda}\ \le\ V_\lambda\qquad(\mu>\lambda),
\label{eq:sandwich}
\end{equation}
so $V_\lambda$ never increases with $\lambda$.

If $\hat H_\lambda=\hat T+\lambda\hat V_{ee}+\hat v_\lambda$, with $\hat v_\lambda=\int v_\lambda\hat n\,d^3r$, has a ground state of energy $E_\lambda$ and density $n$, that state is a minimizer and
\begin{equation}
F_\lambda[n]=E_\lambda-\int n\,v_\lambda\,d^3r .
\label{eq:FE}
\end{equation}
At $\lambda=0$ this potential is the Kohn-Sham potential $v_s$. For a smooth path, with a prime for $d/d\lambda$,
\begin{equation}
\frac{dF_\lambda}{d\lambda}=V_\lambda+\int n\,v'_\lambda\,d^3r-\int n\,v'_\lambda\,d^3r=V_\lambda .
\label{eq:dF}
\end{equation}
The result $dF_\lambda/d\lambda=V_\lambda$ also holds without a potential wherever $V_\lambda$ is continuous.

For the Coulomb kernel $w=1/|\mathbf r-\mathbf r'|$ and a density of length scale $L$, dimensional analysis gave $F_\lambda=(\hbar^2/mL^2)f(g)$, with $g=\lambda L/a_0$ and $a_0=\hbar^2/me^2$.

The integral formula follows from Eq.~\eqref{eq:sandwich} without any derivative. Divide $[0,1]$ into $K$ equal steps of length $\Delta=1/K$, with $\lambda_k=k\Delta$. On each step $V_{\lambda_{k+1}}\Delta\le F_{\lambda_{k+1}}-F_{\lambda_k}\le V_{\lambda_k}\Delta$. Summing over $k=0,\dots,K-1$ makes the middle member telescope:
\begin{equation}
\Delta\sum_{k=1}^{K}V_{\lambda_k}\ \le\ F_1-F_0\ \le\ \Delta\sum_{k=0}^{K-1}V_{\lambda_k}.
\end{equation}
Because $V$ is non-increasing, its lowest value on a step is at the right end and its highest at the left end, so the two sums are the lower and upper Riemann sums of $V$. They share all terms but one each, and their difference is $\Delta\,(V_0-V_1)$, which tends to zero as $K\to\infty$. Hence $V$ is Riemann integrable, both sums converge to $\int_0^1V_\lambda d\lambda$, and the fixed number $F_1-F_0$ caught between them equals that integral. Equation~\eqref{eq:AC} holds whenever minimizers exist and $V_0$ is finite. The same steps on $[0,\lambda]$ give
\begin{equation}
F_\lambda-F_0=\int_0^\lambda V_\mu\,d\mu .
\label{eq:Fint}
\end{equation}
The proof used only that the energy is linear in $\lambda$ for each trial state and that the set of trial states does not depend on $\lambda$. It therefore carries over word for word to a search over density matrices in place of wave functions, with $T_s$ and $F_1$ then meaning the ensemble quantities. It fails if the two ends are defined on different sets. With $T_s$ taken from a search over determinants only, Eq.~\eqref{eq:AC} is off by the difference between that value and $F_0$, whenever the difference is not zero.

A kink can be exhibited in a model small enough to solve by hand. Take two electrons on a ring of three sites $j=0,1,2$. The one-electron kinetic operator has the elements $h_{j+1,j}=te^{i\varphi}$ and $h_{j,j+1}=te^{-i\varphi}$, where the phase $\varphi$ represents a magnetic flux through the ring and is counted as part of $\hat T$. The repulsion acts only when both electrons are on the same site, with the same strength on every site, $w_{ij}=g\,\delta_{ij}$; here $g$ is an energy and is unrelated to the dimensionless coupling used at the start. The parameters are $t=1$~Ha, $\varphi=0.2$~rad and $g=8$~Ha. The plane waves $\phi_k(j)=e^{ikj}/\sqrt3$ with $k=0,\pm2\pi/3$ satisfy
\begin{equation}
(h\phi_k)(j)=te^{i\varphi}\phi_k(j-1)+te^{-i\varphi}\phi_k(j+1)=2t\cos(k-\varphi)\,\phi_k(j).
\end{equation}
Call the three levels $\varepsilon_0,\varepsilon_+,\varepsilon_-$. They add to zero because $h$ has zero trace. The lowest is $\varepsilon_-=2t\cos(2\pi/3+\varphi)=-1.324172$~Ha, the highest is $\varepsilon_0=2t\cos\varphi=1.960133$~Ha, and $\varepsilon_+=-\varepsilon_0-\varepsilon_-=-0.635961$~Ha. The operator $\hat T+\lambda\hat V_{ee}$ commutes with the translation of both electrons by one site, so its eigenstates can be given a total wave number $K$, and such a state has the uniform occupation $2/3$ on each site. The uniform density is thus a ground-state density with $v_\lambda=0$ at every $\lambda$, and Eq.~\eqref{eq:FE} says that $F_\lambda$ is the lowest eigenvalue of $\hat T+\lambda\hat V_{ee}$.

Spin triplets have antisymmetric spatial functions, which vanish when both electrons are on the same site, so they have $\langle\hat V_{ee}\rangle=0$. The lowest triplet fills the levels $+$ and $-$ and has the energy $E_t=\varepsilon_++\varepsilon_-=-\varepsilon_0=-1.960133$~Ha at every $\lambda$. The six singlets fall into three pairs of equal $K$. In the pair with $K=0$ the lowest noninteracting energy is $\varepsilon_++\varepsilon_-=E_t$, and in the pair with $K=-2\pi/3$ it is $2\varepsilon_+>E_t$; a non-negative repulsion cannot bring these below $E_t$. The pair with $K=2\pi/3$ consists of $A(i,j)=\phi_-(i)\phi_-(j)$, of energy $2\varepsilon_-$, and $B(i,j)=[\phi_0(i)\phi_+(j)+\phi_+(i)\phi_0(j)]/\sqrt2$, of energy $\varepsilon_0+\varepsilon_+=-\varepsilon_-$. On the diagonal $A(j,j)=e^{-4\pi ij/3}/3=e^{2\pi ij/3}/3$ and $B(j,j)=\sqrt2\,e^{2\pi ij/3}/3$. Summing products over the three sites gives $\langle A|\hat V_{ee}|A\rangle=g/3$, $\langle B|\hat V_{ee}|B\rangle=2g/3$ and $\langle A|\hat V_{ee}|B\rangle=\sqrt2g/3$. With $u=\lambda g$ the singlet energies obey
\begin{equation}
\Big(2\varepsilon_-+\frac u3-E\Big)\Big(-\varepsilon_-+\frac{2u}3-E\Big)=\frac{2u^2}{9}.
\end{equation}
At $\lambda=0$ the lower root is $F_0=2\varepsilon_-=-2.648344$~Ha, below the triplet. It meets the triplet when $E=E_t$. Put $a=2\varepsilon_--E_t=-0.688211$~Ha and $b=-\varepsilon_--E_t=3.284305$~Ha. The $u^2$ terms cancel, leaving $ab+u(2a+b)/3=0$, so
\begin{equation}
u_c=-\frac{3ab}{2a+b}=\frac{3\times0.688211\times3.284305}{1.907883}\ {\rm Ha}=3.5541\ {\rm Ha},\qquad\lambda_c=\frac{u_c}{g}=0.44427 .
\end{equation}
Diagonalizing the two-electron Hamiltonian at $\lambda_c\mp10^{-4}$ gives $V=0.82743$~Ha just below the crossing and $V=0$ just above it. At $\lambda_c$ itself any superposition of the singlet and the triplet is a minimizer. It has the uniform density because the spin-independent operators $\hat n_j$ do not connect singlet and triplet, and its $V$ can take any value between the two limits. Equation~\eqref{eq:dF} has no meaning at that point. The integral is unharmed. Gauss-Legendre quadrature of the ground-state $V_\lambda$ on $[0,\lambda_c]$ and on $[\lambda_c,1]$ separately gives $0.688211$~Ha, and $F_1-F_0=-1.960133+2.648344=0.688211$~Ha.

Several properties of $E_{xc}$ follow from Eq.~\eqref{eq:AC} and the monotonic behaviour of the integrand. An average of a non-increasing function lies between its end values,
\begin{equation}
W_1\le E_{xc}\le W_0 .
\label{eq:bounds}
\end{equation}
When $\Psi_0$ is the Kohn-Sham determinant $\Phi$, the upper end is $W_0=\langle\Phi|\hat V_{ee}|\Phi\rangle-U$, which is the definition of the exchange energy $E_x$. The correlation energy $E_c=E_{xc}-E_x=\int_0^1(W_\lambda-W_0)\,d\lambda$ is then never positive. The lower end $W_1$ is the potential-energy part of exchange and correlation in the real system. The gap between $E_{xc}$ and $W_1$ is kinetic. Inserting $F_\lambda=T_\lambda+\lambda V_\lambda$, $F_0=T_s$ and $\lambda V_\lambda=\int_0^\lambda V_\lambda\,d\mu$ into Eq.~\eqref{eq:Fint} gives
\begin{equation}
T_\lambda-T_s=\int_0^\lambda(V_\mu-V_\lambda)\,d\mu=\int_0^\lambda(W_\mu-W_\lambda)\,d\mu\ \ge0 ,
\end{equation}
and at $\lambda=1$ the correlation kinetic energy is
\begin{equation}
T_c=T_1-T_s=E_{xc}-W_1 .
\label{eq:Tc}
\end{equation}
On a graph of $W_\lambda$ against $\lambda$, $T_c$ is the area between the curve and the horizontal line at $W_1$, and $-E_c$ is the area between the curve and the line at $W_0$. This is how an integral of pure repulsion energies accounts for a kinetic energy. For large coupling, $V_\lambda\ge0$ gives $W_\lambda\ge-U$, and a non-increasing function that is bounded below has a limit, so $W_\infty$ exists. The value $-U$ is a lower bound on that limit and need not equal it. It is reached only if $V_\lambda\to0$, as on the ring above, where $V_\lambda=0$ for $\lambda>\lambda_c$.

The integrand can be written as the interaction of the density with a hole. Let $P_\lambda(\mathbf r,\mathbf r')=N(N-1)\sum_{\rm spins}\int|\Psi_\lambda(\mathbf r,\mathbf r',\mathbf r_3,\dots)|^2d^3r_3\cdots d^3r_N$ be the pair density. Each of the $N(N-1)/2$ pairs contributes equally to $V_\lambda$, so $V_\lambda=\frac12\iint P_\lambda w$. The density is $N$ times the same integrand integrated over $\mathbf r'$ as well, so $\int P_\lambda\,d^3r'=(N-1)\,n(\mathbf r)$. Define the hole by $P_\lambda(\mathbf r,\mathbf r')=n(\mathbf r)\,[\,n(\mathbf r')+n_{xc}^\lambda(\mathbf r,\mathbf r')\,]$. The first term reproduces $U$, and integrating the definition over $\mathbf r'$ gives $(N-1)n=n\,[N+\int n^\lambda_{xc}\,d^3r']$. With $\bar n_{xc}=\int_0^1n_{xc}^\lambda\,d\lambda$,
\begin{equation}
E_{xc}=\frac12\iint n(\mathbf r)\,\bar n_{xc}(\mathbf r,\mathbf r')\,w(\mathbf r,\mathbf r')\,d^3r\,d^3r',\qquad\int\bar n_{xc}(\mathbf r,\mathbf r')\,d^3r'=-1 .
\end{equation}
The factor $n(\mathbf r)$ could be taken outside the $\lambda$ integral only because it is the same function at every coupling.

For the Coulomb kernel in the continuum the dimensional argument has an exact counterpart. For $\gamma>0$ let $\Psi_\gamma(\mathbf r_1,\dots)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)$. The change of variables $\mathbf s=\gamma\mathbf r$ shows that $\Psi_\gamma$ is normalized, has the density $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$, has kinetic energy $\gamma^2T[\Psi]$ because each gradient brings a factor $\gamma$, and has repulsion $\gamma V[\Psi]$ because $1/|\mathbf r-\mathbf r'|=\gamma/|\mathbf s-\mathbf s'|$. With $\gamma=1/\lambda$ these read $T[\Psi]=\lambda^2T[\Psi_{1/\lambda}]$ and $V[\Psi]=\lambda V[\Psi_{1/\lambda}]$, so $T[\Psi]+\lambda V[\Psi]=\lambda^2(T+V)[\Psi_{1/\lambda}]$. The scaling maps the set $\Psi\to n$ one to one onto the set for $n_{1/\lambda}$, so minimizers map to minimizers, and $U[n]=\lambda U[n_{1/\lambda}]$ by the same change of variables. Therefore
\begin{equation}
F_\lambda[n]=\lambda^2F_1[n_{1/\lambda}],\qquad W_\lambda[n]=\lambda\,W_1[n_{1/\lambda}] .
\end{equation}
The density $n_{1/\lambda}$ has the length scale $\lambda L$, in agreement with $g=\lambda L/a_0$. Weak coupling at fixed density is the same problem as full coupling in a compressed density, and strong coupling is the same as a dilute one. A kernel or a lattice with its own length breaks this relation, since $f$ then depends on further ratios, but Eq.~\eqref{eq:AC} does not use it.

The behaviour near $\lambda=0$ is the starting point of G\"orling-Levy perturbation theory, and for two electrons in a singlet it can be worked out completely. Assume $n>0$ everywhere and take real functions. The orbital $\phi_0=\sqrt{n/2}$ is normalized, and the potential
\begin{equation}
v_s=\varepsilon_0+\frac{\tfrac12\nabla^2\phi_0}{\phi_0}
\label{eq:vs}
\end{equation}
makes it an eigenfunction of $-\frac12\nabla^2+v_s$ with eigenvalue $\varepsilon_0$. It is the lowest one because it has no node: the lowest eigenfunction is positive (the lattice proof is given with the example below), and a positive function cannot be orthogonal to it. The spatial function $\Phi=\phi_0(\mathbf r_1)\phi_0(\mathbf r_2)$ times the singlet spin function is a determinant, is the ground state of $\hat T+\hat v_s$ and has the density $2\phi_0^2=n$, so by Eq.~\eqref{eq:FE} it is $\Psi_0$, and $T_s=2\langle\phi_0|-\frac12\nabla^2|\phi_0\rangle$. Its repulsion is $V_0=\iint\phi_0^2\phi_0'^2w=\frac14\iint nn'w=U/2$, so
\begin{equation}
W_0=E_x=\frac U2-U=-\frac U2 .
\end{equation}

Assume that $v_\lambda=v_s+\lambda v^{(1)}+O(\lambda^2)$ and that the Kohn-Sham ground state is separated by a gap. Then $\hat H_\lambda=\hat H_0+\lambda\hat H^{(1)}+O(\lambda^2)$ with $\hat H^{(1)}=w(\mathbf r_1,\mathbf r_2)+v^{(1)}(\mathbf r_1)+v^{(1)}(\mathbf r_2)$, and first-order perturbation theory gives $\Psi_\lambda=\Phi+\lambda\Psi^{(1)}+O(\lambda^2)$ with
\begin{equation}
\Psi^{(1)}=-\sum_{k\ne0}\frac{|k\rangle\langle k|\hat H^{(1)}|\Phi\rangle}{E_k^{(0)}-2\varepsilon_0}.
\end{equation}
Let $\phi_a$, $a\ge1$, be the other eigenfunctions of $-\frac12\nabla^2+v_s$, with energies $\varepsilon_a$. The excited states that a symmetric operator can reach from $\Phi$ are the singles $S_a=[\phi_0(\mathbf r_1)\phi_a(\mathbf r_2)+\phi_a(\mathbf r_1)\phi_0(\mathbf r_2)]/\sqrt2$ and the doubles, for which the orthonormal products $D_{ab}=\phi_a(\mathbf r_1)\phi_b(\mathbf r_2)$ with all ordered pairs $a,b\ge1$ may be used; the coefficients come out symmetric in $a$ and $b$. The first-order change of the density is $2\langle\Phi|\hat n(\mathbf r)|\Psi^{(1)}\rangle$. Here $\hat n(\mathbf r)=\delta(\mathbf r-\mathbf r_1)+\delta(\mathbf r-\mathbf r_2)$. For a double, each delta function leaves an overlap $\langle\phi_0|\phi_a\rangle$ or $\langle\phi_0|\phi_b\rangle$ in the other coordinate, which is zero. For a single, each delta function picks one of the two terms of $S_a$, so $\langle\Phi|\hat n(\mathbf r)|S_a\rangle=2\phi_0\phi_a/\sqrt2=\sqrt2\,\phi_0(\mathbf r)\phi_a(\mathbf r)$. If $c_a$ are the coefficients of the singles, a fixed density demands $\phi_0\sum_ac_a\phi_a=0$. Since $\phi_0>0$ and the $\phi_a$ are independent, every $c_a=0$, which means $\langle S_a|\hat H^{(1)}|\Phi\rangle=0$. With the Hartree potential $v_H(\mathbf r)=\int n(\mathbf r')w(\mathbf r,\mathbf r')d^3r'$ one has $\int\phi_0^2(\mathbf r')\,w\,d^3r'=v_H/2$. The two terms of $S_a$ contribute equally, and in the one-body part only the potential acting on the excited electron survives, so
\begin{equation}
\langle S_a|\hat H^{(1)}|\Phi\rangle=\sqrt2\,\big\langle\phi_a\big|\tfrac12v_H+v^{(1)}\big|\phi_0\big\rangle=0\quad\text{for all }a\ge1 .
\end{equation}
The function $(\frac12v_H+v^{(1)})\phi_0$ is orthogonal to every $\phi_a$ with $a\ge1$ and is therefore a multiple of $\phi_0$. Dividing by $\phi_0$,
\begin{equation}
\frac{dv_\lambda}{d\lambda}\Big|_{0}=v^{(1)}=-\frac12v_H+\text{const}.
\label{eq:v1}
\end{equation}
This is $-(v_H+v_x)$ with $v_x=\delta E_x/\delta n=-v_H/2$: up to a constant, the potential is lowered at each point by $v_H/2$ per unit of $\lambda$, just the amount that cancels the mean repulsion from the other electron.

The integral formula now holds whenever minimizers exist and $V_0$ is finite, even across a kink in $F_\lambda$, and for a two-electron singlet the fixed density has determined the first-order change of the potential. What remains is the initial slope of $W_\lambda$, the comparison with a path at fixed potential, and numerical tests on lattices.

Numbers in the example were calculated in double precision.
